# Radius of Gyration of Ideal Star Polymers with Equal Arms: test program

```python
"""
Result under test: for an ideal star with f equal arms of n bonds (N = f*n),
  <Rg^2>_star / <Rg^2>_linear -> (3f-2)/f^2 for long arms, and exactly
  (n+1)*((3f-2)*n+2) / ((f*n+1)*(f*n+2)) for finite arms.
Symbols: b = bond (Kuhn) length, M = N+1 = number of equal beads,
  Rg = radius of gyration, g = star/linear ratio of <Rg^2>.
Bonds are uncorrelated with mean square b^2. Internal length unit: b.
The program also sizes effects outside the ideal long-arm model.
"""
import numpy as np
from scipy.constants import N_A
from scipy.integrate import quad
from scipy.linalg import block_diag

rng = np.random.default_rng(12345)


def path_matrix(arms):
    """Row = bead, column = bond; entry 1 if the bond joins core to bead."""
    blocks = block_diag(*[np.tril(np.ones((a, a))) for a in arms])
    return np.vstack([np.zeros(sum(arms)), blocks])


def path_lengths(A):
    """Number of bonds between every pair of beads."""
    sq = (A * A).sum(axis=1)
    return np.rint(sq[:, None] + sq[None, :] - 2 * A @ A.T).astype(int)


def rg2_pairs(arms):
    L = path_lengths(path_matrix(arms))
    return L.sum() / (2 * len(L) ** 2)


def g_long(f):
    return (3 * f - 2) / f**2


def g_finite(f, n):
    return (n + 1) * ((3 * f - 2) * n + 2) / ((f * n + 1) * (f * n + 2))


def rg2_linear(N):
    return N * (N + 2) / (6 * (N + 1))


# ---- exact finite-arm result against explicit sums over all pairs ----
for f in (1, 2, 3, 4, 6, 8, 12):
    for n in (1, 2, 5, 9):
        star, line = rg2_pairs([n] * f), rg2_pairs([f * n])
        assert abs(line - rg2_linear(f * n)) < 1e-11
        assert abs(star / line - g_finite(f, n)) < 1e-11
        A = path_matrix([n] * f)
        outside = A.sum(axis=0)
        bond_sum = (outside * (len(A) - outside)).sum() / len(A) ** 2
        assert abs(bond_sum - star) < 1e-11

# ---- long-arm limit and leading correction by extrapolating pair sums ----
for f in (3, 4, 6, 12):
    r1, r2 = [rg2_pairs([n] * f) / rg2_pairs([n * f]) for n in (40, 80)]
    assert abs(2 * r2 - r1 - g_long(f)) < 1e-4
    c1, c2 = 40 * (r1 / g_long(f) - 1), 80 * (r2 / g_long(f) - 1)
    coefficient = 3 * (f - 1) * (f - 2) / (f * (3 * f - 2))
    assert abs(2 * c2 - c1 - coefficient) < 1e-3

# ---- example parameters ----
b_nm, seg_mass, density = 1.8, 700.0, 1.1
N, f = 24, 4
n = N // f
film_nm, excl_nm3 = 40.0, 0.3
seg_vol = seg_mass / (density * N_A) * 1e21   # nm^3 per segment
A_star, A_line = path_matrix([n] * f), path_matrix([N])
L_star, L_line = path_lengths(A_star), path_lengths(A_line)
S_star, S_line = rg2_pairs([n] * f), rg2_pairs([N])

# ---- same-arm and cross-arm shares, in units of N b^2/6 ----
same_share, cross_share = 1 / f**2, 3 * (f - 1) / f**2
na = 200
Lbig = path_lengths(path_matrix([na] * f))
unit = f * na / 6
same_num = f * Lbig[1:na+1, 1:na+1].sum() / (2 * len(Lbig)**2) / unit
cross_num = (f * (f - 1) * Lbig[1:na+1, na+1:2*na+1].sum()
             / (2 * len(Lbig)**2) / unit)
assert abs(same_num / same_share - 1) < 0.01    # finite arms: order 1/na
assert abs(cross_num / cross_share - 1) < 0.01

# ---- freely jointed chains: Rg^2 from sampled coordinates ----


def sample_rg2(A, samples=40000):
    u = rng.normal(size=(samples, A.shape[1], 3))
    u /= np.linalg.norm(u, axis=2, keepdims=True)
    R = np.matmul(A, u)
    R -= R.mean(axis=1, keepdims=True)
    s = (R * R).sum(axis=2).mean(axis=1)
    return s.mean(), s.std() / np.sqrt(samples)


mc_star, se_star = sample_rg2(A_star)
mc_line, se_line = sample_rg2(A_line)
assert abs(mc_star - S_star) < 5 * se_star
assert abs(mc_line - S_line) < 5 * se_line
mc_g = mc_star / mc_line
mc_g_se = mc_g * np.hypot(se_star / mc_star, se_line / mc_line)

# ---- unequal arms ----
arms = [3, 5, 7, 9]
w = np.array(arms) / N
g_unequal = (3 * w**2 - 2 * w**3).sum()
u1, u2 = [rg2_pairs([a * k for a in arms]) / rg2_pairs([N * k])
          for k in (20, 40)]
assert abs(2 * u2 - u1 - g_unequal) < 1e-4
g_unequal_finite = rg2_pairs(arms) / S_line

# ---- wormlike arms, freely jointed at the core ----
p = 0.5


def wormlike_rg2(arm_count, arm_length):
    def W(s):
        return 2 * p * s - 2 * p**2 * (1 - np.exp(-s / p))
    a, total = arm_length, arm_count * arm_length
    same = arm_count * quad(lambda s: (a - s) * W(s), 0, a)[0]
    cross = arm_count * (arm_count - 1) * a * quad(W, 0, a)[0]
    return (same + cross) / total**2


def wormlike_matrix(arm_count, arm_length, pieces):
    step = arm_length / pieces
    k = np.arange(pieces)
    block = step**2 * np.exp(-abs(k[:, None] - k) * step / p)
    C = block_diag(*[block] * arm_count)
    A = path_matrix([pieces] * arm_count)
    A = A - A.mean(axis=0)
    return ((A @ C) * A).sum() / len(A)


W_star, W_line = wormlike_rg2(f, n), wormlike_rg2(1, N)
# tolerance covers the finite number of pieces
assert abs(wormlike_matrix(f, n, 200) / W_star - 1) < 0.01
assert abs(wormlike_matrix(1, N, 800) / W_line - 1) < 0.01

# ---- film with reflecting walls: component of Rg^2 normal to film ----


def film_normal(L, h):
    s = np.arange(L.max() + 1)[:, None]
    q = np.arange(1, 4001, 2)[None, :] * np.pi
    table = (16 * h**2 / q**4 * (1 - np.exp(-q**2 * s / (6 * h**2)))).sum(1)
    return table[L].sum() / (2 * len(L) ** 2)


def folded_walk(A, h, samples=40000):
    x = rng.normal(size=(samples, A.shape[1])) / np.sqrt(3)
    x = x @ A.T + rng.uniform(0, h, size=(samples, 1))
    x = h - abs(np.mod(x, 2 * h) - h)
    s = x.var(axis=1)
    return s.mean(), s.std() / np.sqrt(samples)


for A, L in ((A_star, L_star), (A_line, L_line)):
    value, error = folded_walk(A, 10 / b_nm)
    assert abs(value - film_normal(L, 10 / b_nm)) < 5 * error
    assert film_normal(L, 10 / b_nm) < 0.95 * L.sum() / (6 * len(L)**2)
h = film_nm / b_nm
F_star, F_line = film_normal(L_star, h), film_normal(L_line, h)
g_film = (2 * S_star / 3 + F_star) / (2 * S_line / 3 + F_line)

# ---- excluded volume to first order, with optional smearing width ----


def contact_terms(A, width=0.0):
    i, j = np.triu_indices(len(A), 1)
    D = A[i] - A[j]
    centred = A - A.mean(axis=0)
    c = D @ centred.T / 3
    var = (D * D).sum(axis=1) / 3 + width**2
    loss = 3 * (c * c).sum(axis=1) / (len(A) * var)
    return i, j, (2 * np.pi * var) ** -1.5, loss


i_p, j_p, dens, loss = contact_terms(A_star)
lap = -(L_star == 1).astype(float)
np.fill_diagonal(lap, -lap.sum(axis=1))
for i, j, drop in zip(i_p, j_p, loss):
    K = lap.copy()
    K[i, i] += 1e7
    K[j, j] += 1e7
    K[i, j] -= 1e7
    K[j, i] -= 1e7
    pinned = (1 / np.linalg.eigvalsh(K)[1:]).sum() / len(K)
    assert abs(S_star - pinned - drop) < 1e-5

width = 0.5
i_p, j_p, dens, loss = contact_terms(A_star, width)
predicted = (dens * loss).sum()
S_all, U_all = [], []
for _ in range(10):
    R = np.matmul(A_star, rng.normal(size=(4000, N, 3)) / np.sqrt(3))
    r2 = ((R[:, i_p] - R[:, j_p]) ** 2).sum(axis=2)
    U_all.append(np.exp(-r2 / (2 * width**2)).sum(axis=1)
                 / (2 * np.pi * width**2) ** 1.5)
    R -= R.mean(axis=1, keepdims=True)
    S_all.append((R * R).sum(axis=2).mean(axis=1))
S_all, U_all = np.concatenate(S_all), np.concatenate(U_all)
prod = -(S_all - S_all.mean()) * (U_all - U_all.mean())
prod_se = prod.std() / np.sqrt(len(prod))
assert prod_se < 0.1 * predicted
assert abs(prod.mean() - predicted) < 5 * prod_se

v = excl_nm3 / b_nm**3
swell = []
for A, S in ((A_star, S_star), (A_line, S_line)):
    _, _, dens, loss = contact_terms(A)
    swell.append(1 + v * (dens * loss).sum() / S)
g_swollen = S_star * swell[0] / (S_line * swell[1])

# ---- volume fraction of ideal Gaussian arms at the core ----


def core_fraction(f_, n_):
    k = np.arange(1, n_ + 1)
    return f_ * seg_vol / b_nm**3 * ((3 / (2 * np.pi * k)) ** 1.5).sum()


k_arm = np.arange(1, n + 1)
fourier = quad(lambda q: q * q * np.exp(-q * q * k_arm / 6).sum()
               / (2 * np.pi**2), 0, 40, limit=200)[0]
assert abs(f * seg_vol / b_nm**3 * fourier - core_fraction(f, n)) < 1e-7

# ---- printed numbers ----


def nm(s):
    return b_nm * np.sqrt(s)


print(f"Kuhn length b = {b_nm} nm; bonds N = {N}; arms f = {f}; n = {n}")
print(f"segment mass = {seg_mass:.0f} g/mol; density = {density} g/cm3")
print(f"chain mass = {N * seg_mass / 1000:.1f} kg/mol")
print(f"segment volume = {seg_vol:.3f} nm3; film = {film_nm:.0f} nm")
print(f"long-arm ratio g = {g_long(f):.4f}")
print(f"same-arm share = {same_share:.4f}; cross-arm = {cross_share:.4f}")
print(f"long-chain Rg linear = {nm(N / 6):.3f} nm")
print(f"long-arm Rg star = {nm(N / 6 * g_long(f)):.3f} nm")
print(f"exact <Rg^2>/b^2: linear {S_line:.4f}, star {S_star:.4f}")
print(f"exact Rg: linear {nm(S_line):.3f} nm, star {nm(S_star):.3f} nm")
print(f"exact finite-arm ratio = {S_star / S_line:.4f}")
lead = 3 * (f - 1) * (f - 2) / (f * (3 * f - 2) * n)
print(f"finite-arm excess over g = {100*(S_star/S_line/g_long(f)-1):.2f} %")
print(f"leading-order excess = {100 * lead:.2f} %")
print(f"sampled <Rg^2>/b^2 linear = {mc_line:.4f} +- {se_line:.4f}")
print(f"sampled <Rg^2>/b^2 star = {mc_star:.4f} +- {se_star:.4f}")
print(f"sampled ratio = {mc_g:.4f} +- {mc_g_se:.4f}")
print("table: f, n, long-arm g, exact g, exact Rg (nm), core fraction")
for ft in (2, 3, 4, 6, 8, 12):
    nt = N // ft
    gt = g_finite(ft, nt)
    print(f"  {ft:2d} {nt:2d} {g_long(ft):.4f} {gt:.4f} "
          f"{nm(gt * S_line):.3f} {core_fraction(ft, nt):.3f}")
print(f"unequal arms {arms}: long-arm g = {g_unequal:.4f}")
print(f"unequal arms, exact finite ratio = {g_unequal_finite:.4f}")
print(f"wormlike persistence length = {p * b_nm:.2f} nm")
print(f"wormlike Rg: linear {nm(W_line):.3f} nm, star {nm(W_star):.3f} nm")
print(f"wormlike ratio = {W_star / W_line:.4f}")
print(f"film: normal Rg^2 loss, linear = {100*(1-3*F_line/S_line):.2f} %")
print(f"film: normal Rg^2 loss, star = {100*(1-3*F_star/S_star):.2f} %")
print(f"film: ratio of total <Rg^2> = {g_film:.4f}")
print(f"developer: excluded volume = {excl_nm3} nm3; v/b^3 = {v:.4f}")
print(f"developer: Rg^2 swelling, linear = {100*(swell[1]-1):.2f} %")
print(f"developer: Rg^2 swelling, star = {100*(swell[0]-1):.2f} %")
print(f"developer: first-order swollen ratio = {g_swollen:.4f}")
print("verified")
```

Output:

```
Kuhn length b = 1.8 nm; bonds N = 24; arms f = 4; n = 6
segment mass = 700 g/mol; density = 1.1 g/cm3
chain mass = 16.8 kg/mol
segment volume = 1.057 nm3; film = 40 nm
long-arm ratio g = 0.6250
same-arm share = 0.0625; cross-arm = 0.5625
long-chain Rg linear = 3.600 nm
long-arm Rg star = 2.846 nm
exact <Rg^2>/b^2: linear 4.1600, star 2.7776
exact Rg: linear 3.671 nm, star 3.000 nm
exact finite-arm ratio = 0.6677
finite-arm excess over g = 6.83 %
leading-order excess = 7.50 %
sampled <Rg^2>/b^2 linear = 4.1618 +- 0.0102
sampled <Rg^2>/b^2 star = 2.7739 +- 0.0042
sampled ratio = 0.6665 +- 0.0019
table: f, n, long-arm g, exact g, exact Rg (nm), core fraction
   2 12 1.0000 1.0000 3.671 0.245
   3  8 0.7778 0.8031 3.290 0.346
   4  6 0.6250 0.6677 3.000 0.437
   6  4 0.4444 0.5077 2.616 0.599
   8  3 0.3438 0.4185 2.375 0.739
  12  2 0.2361 0.3231 2.087 0.971
unequal arms [3, 5, 7, 9]: long-arm g = 0.6771
unequal arms, exact finite ratio = 0.7138
wormlike persistence length = 0.90 nm
wormlike Rg: linear 3.490 nm, star 2.610 nm
wormlike ratio = 0.5594
film: normal Rg^2 loss, linear = 9.48 %
film: normal Rg^2 loss, star = 7.31 %
film: ratio of total <Rg^2> = 0.6727
developer: excluded volume = 0.3 nm3; v/b^3 = 0.0514
developer: Rg^2 swelling, linear = 8.51 %
developer: Rg^2 swelling, star = 8.36 %
developer: first-order swollen ratio = 0.6668
verified
```
